Iron left in a silicon wafer after segregation gettering

**Problem**

A silicon wafer of thickness d_w = 200 µm contains dissolved iron at the uniform concentration C₀ = 1.0 × 10¹² cm⁻³. A layer of thickness d_g = 1 µm, free of iron at the start, is added on one face, so that the wafer keeps its full thickness. The wafer is then held at T = 1100 K. At this temperature the segregation coefficient is

k = C_g/C_w = 1000,

where C_w and C_g are the equilibrium concentrations of iron in the wafer and in the layer, each counted as all iron atoms per volume of that region.

(a) What fraction f of the iron is still dissolved in the wafer at equilibrium?
(b) What segregation coefficient would leave 1 %?
(c) How long must the anneal last for the answer to (a) to apply?

No iron enters or leaves through the outer faces, none precipitates, and k is uniform in the layer. For part (c), take the iron diffusivity as D = D₀ exp(−E_D/k_BT), with the rough typical values D₀ = 1.0 × 10⁻³ cm²/s and E_D = 0.67 eV. At 1100 K, k_BT = 0.0948 eV and D = 8.5 × 10⁻⁷ cm²/s.

**First estimate by scaling**

At equal wafer concentration, one micrometre of layer holds as much iron as k micrometres of wafer. The layer therefore acts like k d_g = 1000 µm of additional silicon, against 200 µm of real wafer. The ratio of the two capacities is

r = k d_g/d_w = 1000 × 1/200 = 5.

Since r is larger than one, suppose that nearly all the iron ends up in the layer. Its concentration there is then about C₀d_w/d_g, and the wafer in equilibrium with it has

C_w ≈ C₀d_w/(k d_g) = C₀/r.

This gives f ≈ 1/r = 0.20. The number 1/k = 0.001 answers a different question: it is the ratio of the two concentrations and takes no account of how thin the layer is.

For the time, the one combination of wafer thickness and diffusivity with the right dimension is

d_w²/D = (0.020 cm)²/(8.52 × 10⁻⁷ cm²/s) ≈ 470 s.

**Exact solution for the equilibrium fraction**

Iron is conserved. Per unit area, the initial amount equals the sum of the final amounts:

C₀d_w = C_w d_w + C_g d_g.

Equilibrium supplies the second relation, C_g = k C_w. Inserting it gives

C₀d_w = C_w (d_w + k d_g).

The wafer thickness has not changed, so the fraction left is f = C_w d_w/(C₀d_w) = C_w/C₀. Hence

f = d_w/(d_w + k d_g) = 1/(1 + r).

For the given numbers,

f = 200/(200 + 1000) = 1/6 ≈ 16.7 %.

The wafer concentration falls to 1.67 × 10¹¹ cm⁻³ and the layer concentration rises to 1.67 × 10¹⁴ cm⁻³. In amounts per area, the initial 2.00 × 10¹⁰ cm⁻² divides into 3.33 × 10⁹ cm⁻² in the wafer and 1.67 × 10¹⁰ cm⁻² in the layer, which add up to the initial value.

For part (b), solve f = 1/(1 + r) for k. Taking the reciprocal gives 1 + k d_g/d_w = 1/f, and therefore

k = (1/f − 1) d_w/d_g.

With f = 0.01 this is k = 99 × 200 = 19 800. At fixed k = 1000, the same residue would need a layer of 19.8 µm, because k and d_g enter the equilibrium fraction as a product (the time needed to reach it is not the same, as shown below).

**Where k comes from, and when it stops being constant**

Let n iron atoms occupy M equivalent sites of energy ε, at most one atom per site. The number of arrangements is M!/[n!(M − n)!], so the free energy is

F = nε − k_BT ln{M!/[n!(M − n)!]}.

With Stirling's formula, the derivative of ln{M!/[n!(M − n)!]} with respect to n is ln[(M − n)/n]. The chemical potential is therefore

μ = ∂F/∂n = ε + k_BT ln[n/(M − n)].

Let N_w and N_g be the site densities in wafer and layer, and let a layer site be lower in energy by E. Equal chemical potentials require

C_g/(N_g − C_g) = [C_w/(N_w − C_w)] exp(E/k_BT).

In the wafer C_w is far below N_w, so N_w − C_w may be replaced by N_w. Multiplying by N_g − C_g then gives

C_g = k C_w (1 − C_g/N_g), with k = (N_g/N_w) exp(E/k_BT).

The coefficient k is a constant at given temperature as long as few layer sites are filled. To see the effect of filling, define the number of iron atoms per layer site,

s = C₀d_w/(N_g d_g).

Conservation gives C_g = (1 − f)C₀d_w/d_g, so that C_g/N_g = s(1 − f). Put this and C_w = fC₀ into the equilibrium condition and multiply by d_g/(C₀d_w):

1 − f = r f [1 − s(1 − f)] = r f − r s f + r s f².

Collecting terms,

r s f² + (1 + r − r s) f − 1 = 0.

The product of the two roots is −1/(r s), which is negative, so one root is positive, and that root is the physical one. For s → 0 the equation returns f = 1/(1 + r). In the opposite case, s > 1 and r → ∞, the bracket 1 − s(1 − f) must vanish, and f → 1 − 1/s: the layer is full, and stronger binding no longer helps.

Both formulas were tested against a direct count that uses neither chemical potentials nor Stirling's formula. If N atoms are shared among M_g layer sites and M_w wafer sites, the probability of finding n of them in the layer is proportional to

[M_g!/(n!(M_g − n)!)] × [M_w!/((N − n)!(M_w − N + n)!)] × exp(nE/k_BT).

Summing over all n gives the mean number in the layer. With N = 60, M_g = 10⁶, M_w = 10¹² and exp(E/k_BT) = 5 × 10⁶, which corresponds to k = 1000 and r = 5, the sum gives f = 0.16667. With N = 1500, M_g = 2000, M_w = 2 × 10⁹ and the same exponential, s = 0.75. The sum then gives 0.2971 and the quadratic equation 0.2972, well above the dilute value of 1/6.

**Exact solution for the time**

Let x run from the closed back face, x = 0, to the layer at x = d_w. In the wafer

∂C/∂t = D ∂²C/∂x², with ∂C/∂x = 0 at x = 0.

Assume that the thin layer stays in equilibrium with the wafer surface. It then holds k d_g C(d_w, t) atoms per area, and this amount grows by the flux arriving from the wafer:

k d_g ∂C/∂t = −D ∂C/∂x at x = d_w.

Try C = cos(qx) exp(−Dq²t), which satisfies the diffusion equation and the condition at x = 0. The condition at the layer becomes

−k d_g D q² cos(q d_w) = D q sin(q d_w).

Dividing by D q cos(q d_w) and writing y = q d_w gives

tan y = −r y.

The solution y = 0 is the uniform final state. Between 0 and π/2 the tangent is positive and there is no root. Between π/2 and π the function tan y + r y rises steadily from −∞ to rπ, so it has one zero there, which belongs to the slowest decay:

τ = d_w²/(D y²).

For r = 5, y = 1.689 and τ = 470 s/2.85 ≈ 165 s. As r grows, the root y falls towards π/2, so τ rises towards its upper limit 4d_w²/(π²D) ≈ 190 s. As long as the layer stays in equilibrium with the wafer surface, raising k above 1000 therefore leaves less iron in the wafer and lengthens τ by at most 16 %. The time to come within 1 % of the equilibrium value grows more, because that value is smaller: about 1700 s at k = 19 800, against 982 s at k = 1000 (found below). A fixed residue is reached sooner: f = 0.20 after about 270 s instead of about 490 s.

A numerical solution of the same diffusion problem, with the wafer divided into 200 cells, also gives 165 s. It yields these fractions left in the wafer:

1 min: 0.62
5 min: 0.27
10 min: 0.184
20 min: 0.167

The fraction comes within 1 % of its equilibrium value after 982 s, or about 16 minutes. This answers part (c).

The assumption about the layer can be checked too. If only untrapped iron moves there, with the wafer's D, and trapping is in local equilibrium, the effective diffusivity is D/k. The layer then equilibrates internally in about k d_g²/D ≈ 12 s, short compared with τ. Resolving this motion numerically changes τ from 164.7 s to 165.2 s. The internal time grows as k d_g², so the assumption, and with it the ceiling of 190 s, fails for much stronger or thicker layers: τ is about 360 s for k = 3 × 10⁵ at 1 µm, and about 480 s for the 19.8 µm layer at k = 1000.

**Comparison of estimate and solution**

The scaling estimate for the fraction was 0.20 and the exact value is 0.167. Their ratio is

(1/r)/(1/(1 + r)) = 1 + 1/r = 1.2,

so the estimate is 20 % too high relative to the exact value. The reason is visible in its derivation: it placed all the iron in the layer, although a sixth stays behind. The error shrinks as 1/r for stronger layers. For weak layers, r ≪ 1, the estimate fails altogether, since it exceeds one; there the exact formula gives f ≈ 1 − r, a small loss from the wafer.

The estimated time of 470 s lies between the decay time of 165 s and the 982 s needed to come within 1 %. It gives the right order of magnitude, but an anneal of that length would stop short of the 1 % mark.

**How well the assumptions hold for iron in silicon**

The following estimates use a rough interstitial site density N_w = 5 × 10²² cm⁻³ and a model value N_g = 1 × 10¹⁹ cm⁻³, of the order of the dopant density in a heavily doped layer. In real heavily doped silicon the Fermi level also changes the charge state of iron and so contributes to k. The model with one kind of site leaves this out, and its energy E is an effective value. The pairing of k = 1000 with this N_g is a model input and not a property of such a layer: for boron at 10¹⁹ cm⁻³ and 1100 K, where the intrinsic carrier density is roughly 2 × 10¹⁸ cm⁻³, the Fermi-level shift and iron–boron pairing (about 0.65 eV) together give an estimated k below about 10.

*Filling of sites.* The occupied share of layer sites is 1.7 × 10⁻⁵, which is negligible. With k held at 1000, the site density would have to fall to 1.5 × 10¹⁵ cm⁻³ before saturation raised f by a tenth of its value.

*Temperature.* The assumed densities and k = 1000 imply E = k_BT ln(k N_w/N_g) = 1.46 eV. With E and the densities held fixed, an anneal at 1120 K has k = 759 and f = 0.21. In this model, an anneal 20 K hotter leaves 25 % more iron in the wafer.

*Precipitation.* With a rough solubility of 8 × 10²⁵ cm⁻³ × exp(−2.9 eV/k_BT), the limit at 1100 K is about 4 × 10¹² cm⁻³, above C₀. The iron remaining in the wafer becomes supersaturated below about 1000 K. The value 1/6 therefore describes the anneal itself, and it survives cooling only if that is too fast for iron to reach the layer or to form precipitates. This is a demanding condition: in this model k rises on cooling, and without precipitation f falls to about 0.14 at 10 K/s and about 0.09 at 1 K/s.

*Origin of the layer.* If the top micrometre of the wafer is converted instead of a layer being added, 199 µm of wafer remain and the layer's own iron belongs to the total. Then f = 199/(199 + 1000) = 0.166, practically the same.

A wafer of 200 µm with a heavily doped surface layer resembles a silicon solar cell during processing, and a layer depth of 1 µm is of the right order, though on the deep side. A layer made by diffusing in the dopant is not uniform, however: the doping falls with depth, and k with it. Local equilibrium then replaces k d_g by the integral of k over depth. If k fell linearly from 1000 at the surface to 1 at a depth of 1 µm, where the silicon is like the rest of the wafer, the integral would be about 500 µm, r would be about 2.5, and f would rise from 0.17 to about 1/3.5 = 0.29. A value of k measured at the surface alone thus overstates the gettering by such a layer.

The remaining digits and inputs are listed in the numerical output below.

Computed results

```
wafer thickness: 200 um; layer thickness: 1 um
segregation coefficient k: 1000
capacity ratio r = k d_g/d_w: 5.000
fraction left in wafer, formula: 0.16667
fraction left in wafer, canonical sum: 0.16667
fraction in layer: 0.83333
1/k for comparison: 0.0010
k needed for 1 % left: 19800
canonical sum at that k: 0.010001
anneal temperature: 1100 K; k_B T: 0.09479 eV
initial iron concentration: 1.00e+12 cm^-3
final concentration in wafer: 1.667e+11 cm^-3
final concentration in layer: 1.667e+14 cm^-3
initial iron dose: 2.000e+10 cm^-2
final dose in wafer: 3.333e+09 cm^-2
final dose in layer: 1.667e+10 cm^-2
site density, wafer (rough): 5.0e+22 cm^-3
site density, layer (model): 1.0e+19 cm^-3
binding energy implied by k: 1.462 eV
occupied share of layer sites: 1.67e-05
layer site density raising f by a tenth: 1.50e+15 cm^-3
saturation test, iron per layer site: 0.75
  fraction left, quadratic: 0.2972
  fraction left, canonical sum: 0.2971
anneal at 1120 K: k = 759, fraction = 0.2085
layer converted from wafer, fraction: 0.16597
diffusivity prefactor (rough): 1.0e-03 cm^2/s
diffusivity activation energy (rough): 0.67 eV
iron diffusivity at anneal: 8.52e-07 cm^2/s
root y of tan y = -r y: 1.6887
slowest decay time, formula: 164.7 s
slowest decay time, finite volumes: 164.7 s
  relative shift on halving the mesh: 3.3e-06
  with diffusion inside the layer: 165.2 s
fraction left after 1 min: 0.6209
fraction left after 2 min: 0.4791
fraction left after 5 min: 0.2713
fraction left after 10 min: 0.1836
fraction left after 20 min: 0.1671
fraction left after 30 min: 0.1667
time to within 1 % of equilibrium value: 982 s
solubility prefactor (rough): 8.0e+25 cm^-3
solubility activation energy (rough): 2.90 eV
iron solubility at anneal: 4.13e+12 cm^-3
remaining iron supersaturated below: 996 K
```
